# One-sided and two-sided Rayleigh quotients for non-normal matrices

## Result

Let $G$ be a complex $n\times n$ matrix and $\lambda$ a simple eigenvalue (algebraic multiplicity one), with right eigenvector $x$ and left eigenvector $y$:

$$Gx=\lambda x,\qquad y^\dagger G=\lambda y^\dagger .$$

From a trial vector $u$, or a pair of trial vectors $u,v$, form

$$\theta(u)=\frac{u^\dagger Gu}{u^\dagger u},\qquad \rho(v,u)=\frac{v^\dagger Gu}{v^\dagger u}.$$

- The one-sided quotient $\theta$ has an error of first order in the error of $u$, unless $x$ is also a left eigenvector.
- The two-sided quotient $\rho$ has an error proportional to the product of the errors of $u$ and $v$. It is therefore stationary at $(y,x)$.
- Inverse iteration shifted by the current quotient converges locally with order two, in general, when $\theta$ is used. It converges locally with order at least three when $\rho$ is used and both vectors are updated.

The exception in the first item matters. For a normal matrix, $GG^\dagger=G^\dagger G$, every right eigenvector is also a left one. A non-normal matrix can still have some eigenvectors of this kind, so non-normality alone does not imply a first-order error at every eigenvector.

## A two-by-two case

Take

$$G=\begin{pmatrix}2&5\\0&3\end{pmatrix},\qquad \lambda=2,\qquad x=\begin{pmatrix}1\\0\end{pmatrix},\qquad y=\begin{pmatrix}1\\-5\end{pmatrix}.$$

The left vector is confirmed by $y^\dagger G=(2,\;5-15)=(2,-10)=2y^\dagger$. Let $u=(1,\varepsilon)^T$ with real $\varepsilon$. Then $Gu=(2+5\varepsilon,\,3\varepsilon)^T$ and

$$\theta-2=\frac{2+5\varepsilon+3\varepsilon^2}{1+\varepsilon^2}-2=\frac{5\varepsilon+\varepsilon^2}{1+\varepsilon^2}.$$

The error is linear in $\varepsilon$, and its coefficient is the off-diagonal element that makes $G$ non-normal. Now give the left vector its own error, $v=(1,-5+\eta)^T$:

$$v^\dagger u=1-5\varepsilon+\varepsilon\eta,\qquad v^\dagger Gu=2+5\varepsilon+3\varepsilon(-5+\eta)=2-10\varepsilon+3\varepsilon\eta .$$

Subtracting $2v^\dagger u=2-10\varepsilon+2\varepsilon\eta$ removes every linear term:

$$\rho-2=\frac{\varepsilon\eta}{1-5\varepsilon+\varepsilon\eta}.$$

Next carry out one step of inverse iteration, $(G-\rho)u'=u$, with any shift $\rho=2+\tau$ that is not an eigenvalue, $\tau\neq0,1$. The second row gives $u_2'=\varepsilon/(1-\tau)$. The first row, $-\tau u_1'+5u_2'=1$, gives $u_1'=-(1-5u_2')/\tau$. Scaling the first component back to one leaves the new error

$$\varepsilon'=\frac{u_2'}{u_1'}=\frac{-\tau\varepsilon}{1-\tau-5\varepsilon}.$$

For the left vector, $(G^\dagger-\rho)v'=v$ reads $-\tau v_1'=1$ and $5v_1'+(1-\tau)v_2'=-5+\eta$. Hence $v_1'=-1/\tau$ and

$$\frac{v_2'}{v_1'}=\frac{-\tau(-5+\eta+5/\tau)}{1-\tau}=-5-\frac{\tau\eta}{1-\tau},\qquad \eta'=-\frac{\tau\eta}{1-\tau}.$$

Each solve multiplies the vector error by roughly $-\tau$, so the quality of the shift sets the order:

- With $\tau=\theta-2\approx5\varepsilon$, $\varepsilon'\approx-5\varepsilon^2$: quadratic.
- With $\tau=\rho-2\approx\varepsilon\eta$, $\varepsilon'\approx-\varepsilon^2\eta$ and $\eta'\approx-\varepsilon\eta^2$: cubic when the two errors are comparable.

**Limit: an eigenvector shared by both sides.** Add an uncoupled state with eigenvalue 1:

$$N=\begin{pmatrix}1&0&0\\0&2&5\\0&0&3\end{pmatrix}.$$

$N$ is non-normal, but $(1,0,0)^T$ is both a right and a left eigenvector. Displace it by $\varepsilon d$ with $d=(0,\,0.6,\,0.8)^T$. The error of $\theta$ is $\varepsilon^2d^\dagger(N-1)d/(1+\varepsilon^2)=4.04\,\varepsilon^2/(1+\varepsilon^2)$, with no linear term. When $\varepsilon$ is reduced from $10^{-3}$ to $10^{-4}$, the computed error falls by a factor 100.000. For the eigenvector with eigenvalue 2, displaced along the third axis, it falls by 10.002.

## The one-sided error in general

Choose $x^\dagger x=1$ and $u=x+\varepsilon d$ with $d^\dagger d=1$, $x^\dagger d=0$ and $\varepsilon$ real; a phase can be absorbed in $d$. Since $(G-\lambda)x=0$,

$$\theta-\lambda=\frac{u^\dagger(G-\lambda)u}{u^\dagger u}
=\frac{\varepsilon\,x^\dagger(G-\lambda)d+\varepsilon^2\,d^\dagger(G-\lambda)d}{1+\varepsilon^2}.\tag{1}$$

The linear coefficient is $g^\dagger d$ with $g=(G-\lambda)^\dagger x$. By the Cauchy–Schwarz inequality its modulus is at most $\|g\|$. This value is reached by $d=g/\|g\|$, which is an allowed direction because $g^\dagger x=x^\dagger(G-\lambda)x=0$. The largest slope is therefore

$$s=\|(G-\lambda)^\dagger x\|.\tag{2}$$

This is the residual left when $x$ is used as a left eigenvector. It vanishes if and only if $x^\dagger G=\lambda x^\dagger$.

**Limit: normal matrices.** If $G$ is normal, so is $G-\lambda$, and then $\|(G-\lambda)^\dagger x\|=\|(G-\lambda)x\|=0$. Conversely, suppose all eigenvalues $\mu_j$ are simple and every $x_j$ is also a left eigenvector. Evaluating $x_j^\dagger Gx_k$ to the left and to the right gives $(\mu_j-\mu_k)x_j^\dagger x_k=0$. The eigenvectors are orthogonal, and $G$ is normal. A non-normal matrix with simple eigenvalues thus has at least one eigenvector where $\theta$ is not stationary.

## The two-sided error in general

Write $u=x+d$ and $v=y+e$, with $d$ and $e$ now carrying their own size. Using first $(G-\lambda)x=0$ and then $y^\dagger(G-\lambda)=0$,

$$v^\dagger(G-\lambda)u=(y+e)^\dagger(G-\lambda)d=e^\dagger(G-\lambda)d,$$

$$\rho-\lambda=\frac{e^\dagger(G-\lambda)d}{v^\dagger u}.\tag{3}$$

No term has been dropped. The formula requires $v^\dagger u\neq0$, which near the solution follows from $y^\dagger x\neq0$. Simplicity guarantees the latter. The range of $G-\lambda$ is the orthogonal complement of the null space of $(G-\lambda)^\dagger$, which is spanned by $y$. If $y^\dagger x$ were zero, $x$ would lie in that range, so $x=(G-\lambda)z$ for some $z$. Then $z$ and $x$ would form a Jordan chain, and $\lambda$ would not be simple.

Stationary does not mean minimal. Replacing $e$ by $-e$ reverses the sign of the numerator in (3), so errors of both signs occur near the solution when $u$ and $v$ vary independently. If $v$ is tied to $u$, the sign of $e$ cannot be reversed alone and the stationary point can be a minimum; the LiH example below is such a case.

**Limits.** If $e=0$, $\rho=\lambda$ for every $u$ with $y^\dagger u\ne0$. The same holds when $e$ is a multiple of $y$ other than $-y$, which only rescales the exact left vector. If $e$ is held fixed and is not parallel to $y$, then $e^\dagger(G-\lambda)\neq0$ and the error is again linear in $d$ for general directions of $d$. The one-sided quotient is the choice $v=u$, for which $e=x-y+d$ does not vanish as $d\to0$ unless $y$ can be scaled to equal $x$. Near a defective eigenvalue, where $y^\dagger x\to0$ for unit vectors, the denominator in (3) becomes small and the region of fast convergence can shrink.

## What one solve does to the vectors

Scale the eigenvectors so that $y^\dagger x=1$. Quotients do not change when $u$ or $v$ is rescaled, so near the solution we may write

$$u=x+d,\quad y^\dagger d=0;\qquad v=y+e,\quad e^\dagger x=0 .$$

This condition on $d$ differs from the orthogonality $x^\dagger d=0$ used in (1).

The space $W$ of vectors with $y^\dagger d=0$ is mapped into itself by $G$, because $y^\dagger Gd=\lambda y^\dagger d=0$. It does not contain $x$, the sole null direction of $G-\lambda$. Hence $G-\lambda$ is invertible on $W$, and for $\rho$ close to $\lambda$ the inverse

$$R=(G-\rho)^{-1}\big|_W$$

stays bounded. Let $S$ be its value at $\rho=\lambda$. Diagonalizability has not been assumed.

With $\tau=\rho-\lambda\neq0$, $(G-\rho)^{-1}x=x/(\lambda-\rho)=-x/\tau$. The solution of $(G-\rho)u'=u$ is therefore

$$u'=-\frac{x}{\tau}+Rd .$$

Multiplying by $-\tau$ restores the unit coefficient of $x$. For the left vector, $(G-\rho)^\dagger v'=v$ means $v'^\dagger=v^\dagger(G-\rho)^{-1}$, and the same argument applies to rows. The new errors are

$$d'=-\tau Rd,\qquad e'^\dagger=-\tau\,e^\dagger R.\tag{4}$$

Here $e^\dagger R$ denotes the row that acts as $e^\dagger R$ on $W$ and gives zero on $x$. The component along the wanted eigenvector is amplified by $1/\tau$, while the rest is multiplied by a bounded operator.

Both solves can share one factorization: if $G-\rho=LU$, then $(G-\rho)^\dagger=U^\dagger L^\dagger$.

### One-sided shift

With $\rho$ replaced by $\theta(u)$, $\tau=O(\|d\|)$, and (4) gives $\|d'\|=O(\|d\|^2)$. To find the prefactor, put $d'$ into the leading part of the one-sided error, $\tau'\approx x^\dagger(G-\lambda)d'/x^\dagger x$. On $W$,

$$(G-\lambda)R=(G-\rho+\tau)R=1+\tau R,$$

so to leading order

$$\tau'\approx-\tau\,\frac{x^\dagger d}{x^\dagger x}.\tag{5}$$

**Limit: $x$ also a left eigenvector.** Then $y$ is parallel to $x$, so $y^\dagger d=0$ implies $x^\dagger d=0$ and the right side of (5) vanishes. The shift error is now $O(\|d\|^2)$, and (4) gives $\|d'\|=O(\|d\|^3)$. This is the cubic convergence of the normal case.

### Two-sided shift

From (3), $\tau=O(\|d\|\,\|e\|)$. Equation (4) then gives

$$\|d'\|=O(\|d\|^2\|e\|),\qquad \|e'\|=O(\|d\|\,\|e\|^2).\tag{6}$$

If $m$ is the larger of the two norms, $m'=O(m^3)$. For the eigenvalue error, insert (4) into (3), with $v'^\dagger u'=1+e'^\dagger d'$ after scaling:

$$\tau'=\frac{\tau^2\,e^\dagger R(G-\lambda)Rd}{1+\tau^2e^\dagger R^2d}\approx\tau^2\,e^\dagger Sd .\tag{7}$$

The last form uses $R\to S$ and $S(G-\lambda)S=S$ on $W$. Since $\tau\approx e^\dagger(G-\lambda)d$, the ratio

$$\frac{\tau'}{\tau^3}\approx\frac{e^\dagger Sd}{e^\dagger(G-\lambda)d}\tag{8}$$

depends on the directions of the errors but not on their lengths. It can drift from step to step as those directions change.

**Limit: a frozen left vector.** If $v$ is never updated, $e$ stays fixed, $\tau=O(\|d\|)$ and $\|d'\|=O(\|d\|^2)$. An approximate left vector used once and for all does not give cubic convergence.

A complex $6\times6$ matrix with unrelated left and right vectors tests these statements. The observed orders are 2.010 for the one-sided shift, 2.009 for the frozen left vector and 2.959 for the two-sided shift. Law (5), checked on the fourth solve of the one-sided iteration, and law (7), checked on the second solve of the two-sided iteration, give the new eigenvalue error with deviations, relative to the predicted value, of $1.1\times10^{-12}$ and $1.1\times10^{-7}$.

All these results are local. A distant starting vector may lead to another eigenvalue.

## A paired problem: the left vector without an extra solve

Time-dependent Hartree–Fock theory with real orbitals leads to

$$M=\begin{pmatrix}A&B\\-B&-A\end{pmatrix},\qquad x=\begin{pmatrix}X\\Y\end{pmatrix},\qquad Mx=\omega x,$$

where $A$ and $B$ are real symmetric blocks. For singlet excitations of a closed-shell molecule, with occupied orbitals $i,j$, virtual orbitals $a,b$, orbital energies $\epsilon$ and two-electron integrals $(pq|rs)$ in charge-density order,

$$A_{ia,jb}=\delta_{ij}\delta_{ab}(\epsilon_a-\epsilon_i)+2(ia|jb)-(ij|ab),$$
$$B_{ia,jb}=2(ia|jb)-(ib|ja).$$

$X$ holds the excitation amplitudes and $Y$ the de-excitation amplitudes. Let $\Delta=\mathrm{diag}(1,-1)$ in the same blocks. Direct multiplication gives

$$M^T\Delta=\begin{pmatrix}A&B\\B&A\end{pmatrix}=\Delta M .$$

For real $\omega$ it follows that $M^T(\Delta x)=\Delta Mx=\omega\,\Delta x$, so $y=\Delta x=(X,-Y)^T$. The iteration preserves this relation. If $(M-\rho)u'=u$, then

$$(M^T-\rho)\Delta u'=\Delta(M-\rho)u'=\Delta u .$$

Starting from $v=\Delta u$, the new left vector is $\Delta u'$. A change of sign replaces the second solve.

The slope (2) also becomes explicit. The two rows of the eigenvalue equation give $AX-\omega X=-BY$ and $-AY-\omega Y=BX$, so

$$(M^T-\omega)x=\begin{pmatrix}AX-BY-\omega X\\BX-AY-\omega Y\end{pmatrix}=\begin{pmatrix}-2BY\\2BX\end{pmatrix},$$

$$s=2\sqrt{\|BX\|^2+\|BY\|^2}\qquad(\|x\|=1).\tag{9}$$

**Limit: $B=0$.** This is the Tamm–Dancoff approximation. $M$ is then symmetric, and the first-order error disappears.

## Numbers for LiH

The molecule is LiH at a chosen bond length of 1.60 angstrom in the 6-31G basis. Two occupied and nine virtual orbitals give 18 orbital pairs and a $36\times36$ matrix. At this level of theory the lowest singlet excitation is $\omega=4.100$ eV (0.1507 hartree), and the nearest other eigenvalue is 1.118 eV away.

For unit $x$, $\|Y\|^2=0.00335$. The overlap of the unit vectors $y$ and $x$ is $\|X\|^2-\|Y\|^2=0.9933$, so they are nearly parallel. Nevertheless $s=1.764$ eV per unit displacement, both from the left residual and from (9).

These values belong to the 6-31G basis and are not converged with respect to it. In aug-cc-pVTZ, $\omega=4.043$ eV (0.057 eV lower), the nearest other eigenvalue is 1.022 eV away, $\|Y\|^2=0.00291$, $s=1.689$ eV, and the Tamm–Dancoff start error used below is 0.0371 eV instead of 0.0424 eV. The numbers of solves quoted below are the same in both bases.

Displace $x$ by $\varepsilon=10^{-2}$ along the steepest direction $d$. The program gives $d^T(M-\omega)d=-21.351$ eV, and (1) becomes

$$\theta-\omega=\frac{10^{-2}(1.76445)-10^{-4}(21.351)}{1+10^{-4}}\ \text{eV}=0.01551\ \text{eV}.$$

For the two-sided quotient, $v=\Delta u$ and $e=\varepsilon\Delta d$. The numerator of (3) is $\varepsilon^2(\Delta d)^T(M-\omega)d$, with coefficient 23.969 eV. The denominator uses $x^T\Delta x=0.99330$, $x^T\Delta d=0.10130$ and $d^T\Delta d=-0.93063$:

$$\rho-\omega=\frac{10^{-4}(23.969)}{0.99330+0.02(0.10130)-10^{-4}(0.93063)}\ \text{eV}=0.002408\ \text{eV}.$$

At $\varepsilon=10^{-4}$ the errors are $1.76\times10^{-4}$ eV and $2.41\times10^{-7}$ eV. One has followed $\varepsilon$, the other $\varepsilon^2$.

### The two iterations

Start from the lowest Tamm–Dancoff vector, $u_0=(X_0,0)^T$ with $\|X_0\|=1$. Because $\Delta u_0=u_0$, both quotients equal $X_0^TAX_0=4.1424$ eV. The first solve is therefore identical in the two methods. The absolute eigenvalue errors are:

| solves | one-sided / eV | two-sided / eV |
|---|---|---|
| 0 | $4.24\times10^{-2}$ | $4.24\times10^{-2}$ |
| 1 | $2.83\times10^{-4}$ | $6.10\times10^{-7}$ |
| 2 | $6.59\times10^{-9}$ | $4.81\times10^{-21}$ |
| 3 | $5.19\times10^{-18}$ | $5.85\times10^{-63}$ |

After one solve, the same right vector yields errors that differ by a factor of about 460. The difference at that point comes from the quotient alone. The very small values describe the stored matrix in high-precision arithmetic and are not physical accuracy. To bring the error below $10^{-12}$ eV, the two-sided method needs two solves and the one-sided method three.

The first two-sided error can be predicted. Expand $u_0$ in the eigenvectors $x_j$ of $M$, with eigenvalues $\omega_j$, chosen so that $x_i^T\Delta x_j=0$ for $i\ne j$. The weights

$$w_j=\frac{(x_j^T\Delta u_0)^2}{x_j^T\Delta x_j},\qquad \sum_jw_j=u_0^T\Delta u_0=1,$$

give $\rho=\sum_jw_j\omega_j$. Write $t$ for the target state, $n_j=x_j^T\Delta x_j$ and $u_0=\sum_jc_jx_j$, so that $c_j=x_j^T\Delta u_0/n_j$ and $w_j=c_j^2n_j$. Scaling to $y^\dagger x=1$ gives $y=\Delta x_t/n_t$, $d=\sum_{j\ne t}(c_j/c_t)x_j$ and $e=\sum_{j\ne t}c_j\Delta x_j/(c_tn_t)$. Since $Sx_j=x_j/(\omega_j-\omega)$, $e^\dagger Sd$ in (7) is $\sum_{j\ne t}w_j/[w_t(\omega_j-\omega)]$, computed as $3.4032\times10^{-4}$ eV$^{-1}$. Hence

$$\tau_1\approx(0.042412\ \text{eV})^2(3.4032\times10^{-4}\ \text{eV}^{-1})=6.12\times10^{-7}\ \text{eV},$$

compared with $6.10\times10^{-7}$ eV from the iteration.

The target weight is 1.0030, slightly above one. These weights are not probabilities. For LiH the matrix $\Delta M$ is positive definite, so $x_j^T\Delta Mx_j=\omega_jx_j^T\Delta x_j>0$. Modes with negative $\omega_j$ thus have negative $x_j^T\Delta x_j$ and cannot have positive weight, which allows the target weight to exceed one.

The same signs make the tied quotient a minimum for the lowest excitation. For any real $u=\sum_jc_jx_j$ and $v=\Delta u$, $\rho-\omega=\sum_jc_j^2n_j(\omega_j-\omega)/u^T\Delta u$. Modes with positive $\omega_j$ have $n_j>0$ and $\omega_j\ge\omega$; modes with negative $\omega_j$ have $n_j<0$ and $\omega_j-\omega<0$. No term of the sum is negative, so $\rho\ge\omega$ whenever $u^T\Delta u>0$.

The observed orders from the last three resolved errors are 2.018 and 2.972. The small departure from three follows from the drift allowed by (8). From the table, $\tau'/\tau^3$ is about 0.021 eV$^{-2}$ in the second step and 0.052 eV$^{-2}$ in the third. This growth by a factor 2.5 changes the order estimated from successive error ratios by

$$\frac{\ln2.5}{\ln(4.81\times10^{-21}/6.10\times10^{-7})}\approx-0.028 .$$

The numerical check confirms the LiH eigenvalue separately through a sign change of $\det(M-z)$ around it.

## Computed values

```
LiH bond length: 1.60 angstrom; basis 6-31G
Occupied, virtual orbitals: 2, 9; size of M: 36
Lowest excitation omega: 4.099956 eV = 0.15067062 hartree
Iterative TDHF check: 4.099956 eV
Distance to nearest other eigenvalue: 1.1176 eV
Tamm-Dancoff energy (start quotient): 4.142369 eV
Squared norm of Y for unit x: 0.003349
Overlap y.x for unit vectors: 0.993302
Slope s from left residual: 1.764450 eV
Slope s from B formula: 1.764450 eV
Slope s by finite difference: 1.764450 eV
One-sided second-order coefficient d.(M-omega)d: -21.35146 eV
Two-sided coefficient (metric d).(M-omega)d: 23.96921 eV
Metric products x.x, x.d, d.d: 0.99330, 0.10130, -0.93063
Displacement 1e-02: one-sided 1.55078e-02 eV, two-sided 2.40840e-03 eV
Displacement 1e-03: one-sided 1.74310e-03 eV, two-sided 2.41259e-05 eV
Displacement 1e-04: one-sided 1.76231e-04 eV, two-sided 2.41304e-07 eV
One-sided iteration, abs. error after 0 solves: 0.04241 eV
One-sided iteration, abs. error after 1 solves: 0.0002827 eV
One-sided iteration, abs. error after 2 solves: 6.587e-9 eV
One-sided iteration, abs. error after 3 solves: 5.19e-18 eV
One-sided iteration, abs. error after 4 solves: 1.607e-36 eV
One-sided iteration, abs. error after 5 solves: 8.459e-73 eV
One-sided iteration, abs. error after 6 solves: 5.169e-146 eV
Two-sided iteration, abs. error after 0 solves: 0.04241 eV
Two-sided iteration, abs. error after 1 solves: 6.102e-7 eV
Two-sided iteration, abs. error after 2 solves: 4.814e-21 eV
Two-sided iteration, abs. error after 3 solves: 5.845e-63 eV
Observed order, LiH one-sided: 2.018
Observed order, LiH two-sided: 2.972
Weight of target mode in start vector: 1.002961
Start error tau0: 0.042412 eV
Weighted inverse gap e.S.d: 3.403249e-04 1/eV
Two-sided tau1, leading law: 6.12181e-07 eV
Two-sided tau1, exact weights: 6.10221e-07 eV
Observed order, complex 6x6, one-sided: 2.010
Observed order, complex 6x6, frozen: 2.009
Observed order, complex 6x6, two-sided: 2.959
Step law deviation, one-sided: 1.1e-12
Step law deviation, two-sided: 1.1e-7
3x3, error ratio for tenfold smaller step, shared vector: 100.000
3x3, error ratio for tenfold smaller step, ordinary vector: 10.002
```
